Cubic force constants of an insulator from primitive-cell orbital responses, part 2

We seek the cubic force constant Φ = (1/N) ∂₁∂₂∂₃ E of an insulator of N cells with an absolute gap, from primitive-cell calculations in Hartree atomic units. Perturbation a = 1, 2, 3 moves atom s_a along e_a with amplitude λ_a and wavevector q_a: ∂_a = Σ_R e^{iq_a·R} e_a·∂/∂u_{s_a}(R). Here q₁ + q₂ + q₃ = G, a reciprocal lattice vector, −a means −q_a, and superscripts are derivatives at u = 0.

H = t + v + w∗n + v_xc(n) has one-electron operator t, external potential v (from atomic v_s), repulsion w and density n; v_xc, f_xc, K_xc are successive derivatives of e_xc. Also h^a = ∂_a H, and P projects on occupied orbitals.

The first derivation took the λ₁λ₂λ₃ coefficient of a functional F stationary in y (orbitals, multipliers Λ), so H|ψ_i⟩ = Σ_j Λ_{ji} |ψ_j⟩, in the parallel-transport gauge (⟨ψ_j|ψ^a_i⟩ = 0, i, j occupied):

Φ = Σ_{perm} (T_abc − S_abc) + ∫(v¹²n³ + v²³n¹ + v³¹n²) + ∫v¹²³n⁰ + ∫K_xc n¹n²n³ + Φ_ion,

T_abc = (2/N_k) Σ_{k,v} ⟨ψ^{−a}_{vk}|h^b|ψ^c_{vk}⟩,

S_abc = (2/N_k) Σ_{k,v,w} ⟨ψ^{−a}_{vk}|ψ^c_{w,k+q_b}⟩ ⟨ψ_{w,k+q_b}|h^b|ψ_{vk}⟩.

Occupied bands are v, w; with empty states c, the Sternheimer solutions are

|ψ^a_{vk}⟩ = Σ_c |c⟩⟨c|h^a|vk⟩/(ε_{vk} − ε_c),

⟨ψ^{−a}_{vk}| = Σ_c ⟨vk|h^a|c⟩⟨c|/(ε_{vk} − ε_c).

On the triangle A = k,  B = k + q₁,  C = k + q₁ + q₃ ≡ k − q₂ lies

Δ₁₂ = T₂₃₁ + T₁₂₃ + T₃₁₂ − S₂₁₃ − S₁₃₂ − S₃₂₁;

exchanging 1 and 2 gives Δ₂₁.

The second derivation uses 𝒢(z) = (z − H)⁻¹ and P = ∮𝒢 dz, with ∮ (1/2πi included) around the occupied levels only. Hellmann–Feynman gives

∂₁∂₂∂₃E = ∫v¹²³n⁰ + ∫v¹³n² + ∫v²³n¹ + ∫v³n¹² + ∂₁∂₂∂₃E_ion,

∫v³n¹² = ∫h³n¹² − ∫n³(w∗n¹² + f_xc n¹²).

Here ∫h³n¹² = 2Tr[h³ ∂₁∂₂P] follows from

∂₁∂₂𝒢 = 𝒢h¹𝒢h²𝒢 + 𝒢h¹²𝒢 + 𝒢h²𝒢h¹𝒢,

h¹² = v¹² + w∗n¹² + f_xc n¹² + K_xc n¹n².

In the h¹² part, cyclicity of the trace gives

2∮Tr[h³𝒢h¹²𝒢] dz = 2Tr[h¹² ∮𝒢h³𝒢 dz] = 2Tr[h¹²P³] = ∫h¹²n³.

This is the symmetry of the static response function, and it needs no time reversal. Inserting h¹²,

∫h¹²n³ = ∫v¹²n³ + ∫n³(w∗n¹² + f_xc n¹²) + ∫K_xc n¹n²n³.

The middle term cancels the one subtracted above, and n¹² has disappeared:

∫v³n¹² = ∫v¹²n³ + ∫K_xc n¹n²n³ + N(D₁₂ + D₂₁),

D₁₂ = (2/N)∮Tr[h³𝒢h¹𝒢h²𝒢] dz,  D₂₁ = (2/N)∮Tr[h³𝒢h²𝒢h¹𝒢] dz.

The missing third term ∫v¹²n³ has appeared and restored the symmetry among 1, 2, 3. All density terms of Φ now agree with the first derivation, provided n^a is the same object. It is: P^a = ∮𝒢h^a𝒢 dz = Σ_{lm}|l⟩⟨l|h^a|m⟩⟨m| ∮dz/[(z−ε_l)(z−ε_m)]. The integral is zero if both levels are outside the contour. It is also zero if both are inside, since the contour can then be expanded to infinity, where the integrand falls as z⁻². With one occupied level v and one empty level c it is 1/(ε_v − ε_c). Thus P^a = Σ_i(|ψ^a_i⟩⟨ψ_i| + |ψ_i⟩⟨ψ^{−a}_i|), where the sums over empty states given earlier now serve as definitions of ψ^{±a}. The diagonal of 2P^a is n^a.

Insert eigenstates in D₁₂:

D₁₂ = (2/N) Σ_{lmn} ⟨l|h³|m⟩⟨m|h¹|n⟩⟨n|h²|l⟩ I_{lmn},

I_{lmn} = ∮dz/[(z−ε_l)(z−ε_m)(z−ε_n)].

The integrand falls as z⁻³, so its residues add to zero. Four cases arise. With three empty levels nothing is enclosed and I = 0. With three occupied levels everything is enclosed and I = 0. With one occupied level v and two empty levels c, c′ a single simple pole is enclosed:

I = 1/[(ε_v − ε_c)(ε_v − ε_{c′})].

With two occupied levels v, w and one empty level c, the enclosed residues equal minus the one outside:

I = −1/[(ε_c − ε_v)(ε_c − ε_w)] = −1/[(ε_v − ε_c)(ε_w − ε_c)].

The last form holds also for ε_v = ε_w, since the outside pole remains simple. No denominator ε_v − ε_w occurs.

Take l = v occupied and m, n empty. The term is

Σ [⟨v|h³|m⟩/(ε_v − ε_m)] ⟨m|h¹|n⟩ [⟨n|h²|v⟩/(ε_v − ε_n)] = Σ_v⟨ψ^{−3}_v|h¹|ψ²_v⟩,

which with the factor 2/N is T₃₁₂. For m occupied, reorder the product to begin at m: ⟨m|h¹|n⟩⟨n|h²|l⟩⟨l|h³|m⟩, which gives T₁₂₃. For n occupied, ⟨n|h²|l⟩⟨l|h³|m⟩⟨m|h¹|n⟩ gives T₂₃₁.

Take l = c empty, n = v and m = w occupied. The term is

−Σ [⟨v|h²|c⟩/(ε_v − ε_c)] [⟨c|h³|w⟩/(ε_w − ε_c)] ⟨w|h¹|v⟩ = −Σ_{vw}⟨ψ^{−2}_v|ψ³_w⟩⟨w|h¹|v⟩,

which is −S₂₁₃. For m empty, the elements ⟨l|h³|m⟩ and ⟨m|h¹|n⟩ build ⟨ψ^{−3}_l|ψ¹_n⟩ and the factor ⟨n|h²|l⟩ remains, giving −S₃₂₁. For n empty, ⟨m|h¹|n⟩⟨n|h²|l⟩ builds ⟨ψ^{−1}_m|ψ²_l⟩ with ⟨l|h³|m⟩ remaining, giving −S₁₃₂. The six terms are exactly those of Δ₁₂, so D₁₂ = Δ₁₂, and exchanging 1 and 2 gives D₂₁ = Δ₂₁.

The momenta can be read from the trace. If n has momentum k, then ⟨m|h¹|n⟩ puts m at k+q₁, ⟨l|h³|m⟩ puts l at k+q₁+q₃, and ⟨n|h²|l⟩ requires l at k−q₂ modulo G. The triangle A, B, C is the momentum content of one trace. T is the case of one occupied corner and two empty ones, an electron excited to an empty state, scattered once to another empty state, and returned to its original level. S is the case of two occupied corners, where the hole left behind is scattered from one corner to the next, and its sign is opposite.

Time reversal takes one line. If H is real and Hermitian in the position basis it is a symmetric matrix, so 𝒢(z) is symmetric, and the local h^a are diagonal. A matrix and its transpose have the same trace:

Tr[h³𝒢h¹𝒢h²𝒢] = Tr[𝒢h²𝒢h¹𝒢h³] = Tr[h³𝒢h²𝒢h¹𝒢].

Hence Δ₁₂ = Δ₂₁. No complex conjugate appears.

What each derivation assumes

Both need a ground state that is a smooth function of the displacements, an e_xc that is three times differentiable at the densities that occur, and a basis that does not move with the atoms. With atom-centred functions the coefficients and the overlap matrix must be included in F, and the Hellmann–Feynman step of the second road acquires Pulay terms.

The first derivation rests on stationarity alone. The step that removes y^{ab} and y¹²³ does not use the form of the functional, so gradient corrections, non-local pseudopotentials or orbital-dependent terms that are invariant under rotations of the occupied orbitals, such as exact exchange, only change the bookkeeping of the λ₁λ₂λ₃ coefficient. A term without that invariance, such as a self-interaction correction, removes the freedom to choose the parallel-transport gauge, and the first-order orbitals then have occupied components. A non-local v replaces ∫v^{ab}n^c by (2/N_k)Σ(⟨ψ^{−c}|v^{ab}|ψ⟩ + ⟨ψ|v^{ab}|ψ^c⟩) and ∫v¹²³n⁰ by (2/N_k)Σ⟨ψ|v¹²³|ψ⟩, and makes h^b an operator in T and S. The price is a gauge. In another gauge ψ^a has occupied components, the first-order overlaps no longer vanish one by one, and the formula for S changes: projecting the differentiated stationarity equation on ⟨ψ_j| now gives Λ^b_{ji} = ⟨ψ_j|h^b|ψ_i⟩ + (ε_j − ε_i)⟨ψ_j|ψ^b_i⟩, and this full multiplier must replace the matrix element of h^b in S. The gap enters quietly, through the fixed number of occupied orbitals and the solvability of the Sternheimer equation. The result treats the three perturbations alike from the start, and the two triangles have to be found afterwards by following momenta and shifting k.

The second derivation has no gauge, since P is unique. It assumes that all occupied states come from one Hermitian H and that a contour separates them from the empty states at all k at once, which shows plainly that the gap must be absolute. It starts unsymmetrically, by singling out perturbation 3, and removes n¹² through two symmetries, that of the kernel w + f_xc and that of the trace. It yields the two triangles directly and shows that the twelve terms are two traces, each complete in itself. It uses the full spectrum as an intermediate device, but the empty states resum into solutions of the Sternheimer equation, so none need be computed.

In both, the sum over k is exact for a finite periodic crystal whose mesh contains the q_a. Incommensurate q_a are reached by letting N grow. On a finite mesh that is not shift invariant, the layout with all parents at k and the triangle layout are two different quadratures of the same integral.

Both fail for a metal. The contour would have to cross the spectrum, the cases of three occupied or three empty corners lose their meaning for fractional occupations, and at q = 0 the Fermi level responds as well. The second road indicates where a repair must start: the integrand is weighted with the occupation function, and, since P is then no longer idempotent, the free energy takes the place of E in the Hellmann–Feynman step. That extension is not derived here. In a polar insulator with Coulomb w, the component 4π/q² of the kernel gives h^a a macroscopic field that depends on the direction of q_a as q_a → 0, so Φ need not have a single limit there, and the limit along a given direction need not equal its value at q_a = 0. With magnetic order, or a magnetic field for which H still commutes with the lattice translations (a uniform orbital field does not meet this condition in the primitive cell), the six-permutation formula, extended to spin, keeps its structure, but, apart from special cases such as two identical perturbations, where cyclicity of the trace alone makes the two traces equal, replacing Δ₁₂ + Δ₂₁ by 2Δ₁₂ is justified when the transpose argument still applies. It does for collinear order without spin–orbit coupling, where H for each spin is real in position space, and in general it does not when an orbital magnetic field is present or magnetic order is combined with spin–orbit coupling.

Worked example

The system is a self-consistent one-dimensional model chain with chosen parameters, not a real solid. The cell length is a = 6.0 bohr, so g = 2π/a = 1.047198 bohr⁻¹. Atoms 0 and 1 sit at τ = 0 and 2.4 bohr, and there is no inversion centre. Their potentials are v_s(y) = −A_s exp(−y²/2σ²) with A = 2.5 and 2.0 Ha and σ = 0.6 bohr. Electrons repel through W exp(−y²/2s²) with W = 0.5 Ha and s = 1.0 bohr, ions through B exp(−y²/2ρ²) with B = 2.0 Ha and ρ = 1.5 bohr. The model e_xc = −Cn^{4/3} with C = 0.5 gives f_xc = −(4/9)Cn^{−2/3} and K_xc = (8/27)Cn^{−5/3}. Two bands are filled. Plane waves up to 7.5 bohr⁻¹ and 32 grid points per cell are used, with the mesh k = jg/7. The gap is 0.99114 Ha, and n⁰ on the grid points ranges from 0.0547 to 1.5609 bohr⁻¹. The wavevectors are g/7, 2g/7 and 4g/7, that is 0.149600, 0.299199 and 0.598399 bohr⁻¹. They add to g, so G ≠ 0 as written. Since 4g/7 lies outside the first zone and describes the same displacement wave as −3g/7, the folded triple adds to zero and is a normal process.

The Sternheimer equations were solved numerically in the primitive cell by direct linear algebra, with h^a made self-consistent by a matrix inversion on the grid. For all three waves on atom 0, in Ha/bohr³:

T₁₂₃ = T₃₂₁ = −0.0567098 − 0.0148298i

T₂₃₁ = T₁₃₂ = −0.0520952 + 0.0092116i

T₃₁₂ = T₂₁₃ = −0.0625969 − 0.0116601i

S₁₂₃ = S₃₂₁ = +0.1640683 − 0.0091730i

S₁₃₂ = S₂₃₁ = +0.1691910 + 0.0136862i

S₂₁₃ = S₃₁₂ = +0.1575348 − 0.0061520i

All twelve were computed separately, and the time-reversal pairs agree in every digit shown, imaginary parts with the same sign. The three T of the first triangle add to −0.0520952 − 0.0567098 − 0.0625969 = −0.1714019 in the real part and 0.0092116 − 0.0148298 − 0.0116601 = −0.0172783 in the imaginary part. The three S add to 0.1575348 + 0.1691910 + 0.1640683 = 0.4907941 and −0.0061520 + 0.0136862 − 0.0091730 = −0.0016388. The difference is −0.6621960 − 0.0156395i. A separate evaluation with only the ground states at k, k+q₁, k−q₂ and the six responses gave Δ₁₂ = −0.6621961 − 0.0156395i, and Δ₂₁ the same. The full sum Σ(T−S) is −1.3243921 − 0.0312790i. The other terms are

∫(v¹²n³ + v²³n¹ + v³¹n²) = +2.3790397 + 0.0357488i,

∫v¹²³n⁰ = −2.3094987,

∫K_xc n¹n²n³ = −0.0241215 − 0.0052063i,

Φ_ion = −0.3363263 − 0.0273497i.

The real parts add as −1.3243921 + 2.3790397 − 2.3094987 − 0.0241215 − 0.3363263 = −1.6152989. The imaginary parts add as −0.0312790 + 0.0357488 − 0.0052063 − 0.0273497 = −0.0280862, against −0.0280863 without intermediate rounding. So

Φ(0,0,0) = −1.6152989 − 0.0280863i Ha/bohr³.

The S terms are about three times larger than the T terms here, although no q_b vanishes. Dropping them would raise the real part by 2 × 0.4907941 = 0.9815882, to −0.6337107. The term ∫v¹²³n⁰ is real, as the form of v¹²³ requires.

The independent value comes from the definition. A supercell of 7 cells, with 101 plane waves, was solved self-consistently with atom s₁ displaced by λ₁e^{iq₁R} + c.c. and atom s₂ by λ₂e^{iq₂R} + c.c. From the Hellmann–Feynman gradients one forms D = (1/N)Σ_R e^{iq₃R} ∂E/∂u_{s₃}(R) = (1/N)∂₃E, whose Taylor coefficient of λ₁λ₂ is Φ. The gradient itself was compared with a central difference of the energy in a distorted supercell, 0.4701943 against 0.4701940 Ha/bohr. Setting λ_a = h p_a with p_a in {1, i, −1, −i} and averaging D/(p₁p₂h²) over the 16 combinations keeps only monomials in which the power of λ_a minus that of λ_a* equals 1 modulo 4 for both a. Both degrees are then odd, the total degree is even, and the average is Φ + c₂h² + c₄h⁴ + …. The values were −1.6153194 − 0.0281011i at h = 0.01 bohr and −1.6153755 − 0.0281455i at 0.02 bohr. Eliminating c₂:

real part: [4(−1.6153194) + 1.6153755]/3 = −1.6153007,

imaginary part: [4(−0.0281011) + 0.0281455]/3 = −0.0280863.

The difference from the formula is 1.8 × 10⁻⁶ Ha/bohr³. For atoms (0,0,1) the formula gives 1.0051102 + 0.1287786i and the supercell 1.0051119 + 0.1287786i, a difference of 1.7 × 10⁻⁶. Projecting the same gradients on q₃ = 6g/7, which violates the selection rule, gives 9.7 × 10⁻¹² Ha/bohr³.

The residual is systematic rather than random. In all four cases computed, including the two below, it has the size 1.7 to 1.8 × 10⁻⁶ and lies almost wholly in the real part. The extrapolation leaves a remainder −4c₄h⁴. For the two cases above a third amplitude, h = 0.015 bohr, fixes c₄: the real part of the remainder is −1.8 × 10⁻⁶ for atoms (0,0,0) and +1.7 × 10⁻⁶ for atoms (0,0,1), and the extrapolated values become −1.6152989 − 0.0280863i and 1.0051102 + 0.1287786i, equal to the formula in every digit shown. For the two cases below the same fit gives real remainders of +1.7 × 10⁻⁶ for atoms (0,1,0) and −1.8 × 10⁻⁶ for atoms (0,1,1), and the extrapolated values again equal the formula in every digit shown. The residual is one to two parts in a million of |Φ|, and for atoms (0,0,0) it is four orders of magnitude below the smallest term in the sum, the K_xc term.

Time reversal was then broken by taking t = p²/2 + γ sin(bp) with γ = 0.15 Ha and b = 1.5 bohr. The added term is odd in p, so H is no longer real in position space. The gap on the seven mesh points is 0.99416 Ha; over the whole zone it is about 0.988 Ha. For atoms (0,1,0),

Δ₁₂ = −0.0805953 − 0.0206466i,  Δ₂₁ = −0.0804269 − 0.0210702i.

The six-permutation formula gives 1.2164102 − 0.3113596i and the supercell 1.2164119 − 0.3113597i. Using 2Δ₁₂ in place of Δ₁₂ + Δ₂₁ shifts Φ by Δ₁₂ − Δ₂₁ = −0.0001684 + 0.0004236i, an error of 0.00046 Ha/bohr³. For atoms (0,1,1), Δ₁₂ = −0.0175958 − 0.0121343i and Δ₂₁ = −0.0165220 − 0.0114026i. The formula gives −1.4763051 − 0.2473776i, the supercell −1.4763069 − 0.2473777i, and the single triangle misses by 0.00130 Ha/bohr³. These errors are small beside Φ but more than two hundred times the residual of the comparison, so they are real.

Finally, with γ = 0, atoms (0,0,1) and wavevectors q/g = 0.1234, 0.3771, 0.4995, an umklapp triple inside the first zone that is incommensurate with the meshes used and would need a supercell of 10000 cells, the sum of six permutations with parents on the mesh was compared with 2Δ₁₂. The difference was 4.8 × 10⁻⁵, 6.4 × 10⁻⁶ and 8.7 × 10⁻⁸ Ha/bohr³ for N_k = 3, 6 and 16. It does not fall steadily: on other meshes it is 9.7 × 10⁻⁶ at N_k = 7, 8.2 × 10⁻⁸ at 8, 9.2 × 10⁻⁶ at 9, 1.0 × 10⁻⁷ at 10 and 5.5 × 10⁻⁶ at 15. For N_k from 5 to 16 the two layouts agree to within 10⁻⁵ Ha/bohr³, and the small value at N_k = 16 is not a sign of convergence. The scatter comes from the plane-wave cutoff, at which the set of plane waves changes abruptly with k. Going to 48 grid points at the same cutoff leaves the differences at N_k = 8, 9, 15 and 16 unchanged, whereas with plane waves up to 11.3 bohr⁻¹ and 48 grid points the difference is 1.8 × 10⁻⁷ at N_k = 5, 3.7 × 10⁻⁹ at 6 and below 10⁻⁹ for N_k from 7 to 16. At N_k = 16 the six-permutation formula gives Φ = 0.9754466 − 0.0071896i Ha/bohr³, obtained in the primitive cell for a triple that no small supercell can hold. These digits are the value on that mesh and at the cutoff of 7.5 bohr⁻¹: among the meshes N_k = 8 to 16 the real part of Φ lies between 0.9754403 and 0.9754588. With plane waves up to 11.3 bohr⁻¹ and 48 grid points Φ is 0.9756025 − 0.0071924i Ha/bohr³ for every N_k from 6 to 16, so the lower cutoff shifts this value by about 1.6 × 10⁻⁴ Ha/bohr³. No supercell value is available for comparison.

Table of computed values

```
a = 6.0 bohr, g = 1.047198 1/bohr, tau = 0.0, 2.4 bohr, filled bands = 2
wells A = 2.5, 2.0 Ha, sigma = 0.6 bohr; e-e W = 0.5 Ha, s = 1.0 bohr
xc C = 0.5 a.u.; ion B = 2.0 Ha, rho = 1.5 bohr
cutoff K = 7.5 1/bohr, grid 32/cell, N = 7, supercell plane waves = 101
q1, q2, q3 = 0.149600 0.299199 0.598399 1/bohr (sum = g)
finite-difference amplitudes h = 0.01, 0.02 bohr
--- gamma = 0.0 Ha, b = 1.5 bohr: gap = 0.99114 Ha, n0 min/max = 0.0547/1.5609 1/bohr
|Phi| for forbidden q3 = 6g/7: 9.7e-12 Ha/bohr^3
atoms (0,0,0)
T123: -0.0567098 -0.0148298i Ha/bohr^3
T132: -0.0520952 +0.0092116i Ha/bohr^3
T213: -0.0625969 -0.0116601i Ha/bohr^3
T231: -0.0520952 +0.0092116i Ha/bohr^3
T312: -0.0625969 -0.0116601i Ha/bohr^3
T321: -0.0567098 -0.0148298i Ha/bohr^3
S123: +0.1640683 -0.0091730i Ha/bohr^3
S132: +0.1691910 +0.0136862i Ha/bohr^3
S213: +0.1575348 -0.0061520i Ha/bohr^3
S231: +0.1691910 +0.0136862i Ha/bohr^3
S312: +0.1575348 -0.0061520i Ha/bohr^3
S321: +0.1640683 -0.0091730i Ha/bohr^3
sum T - sum S: -1.3243921 -0.0312790i Ha/bohr^3
v2*n1: +2.3790397 +0.0357488i Ha/bohr^3
v3*n0: -2.3094987 +0.0000000i Ha/bohr^3
Kxc: -0.0241215 -0.0052063i Ha/bohr^3
ion: -0.3363263 -0.0273497i Ha/bohr^3
FD at h: -1.6153194 -0.0281011i Ha/bohr^3
FD at 2h: -1.6153755 -0.0281455i Ha/bohr^3
Delta12: -0.6621961 -0.0156395i Ha/bohr^3
Delta21: -0.6621961 -0.0156395i Ha/bohr^3
Phi 2n+1: -1.6152989 -0.0280863i Ha/bohr^3
Phi FD: -1.6153007 -0.0280863i Ha/bohr^3
|difference| = 1.8e-06 Ha/bohr^3
atoms (0,0,1)
Delta12: -0.1000538 +0.0042079i Ha/bohr^3
Delta21: -0.1000538 +0.0042079i Ha/bohr^3
Phi 2n+1: +1.0051102 +0.1287786i Ha/bohr^3
Phi FD: +1.0051119 +0.1287786i Ha/bohr^3
|difference| = 1.7e-06 Ha/bohr^3
--- gamma = 0.15 Ha, b = 1.5 bohr: gap = 0.99416 Ha, n0 min/max = 0.0593/1.5562 1/bohr
|Phi| for forbidden q3 = 6g/7: 7.2e-12 Ha/bohr^3
atoms (0,1,0)
Delta12: -0.0805953 -0.0206466i Ha/bohr^3
Delta21: -0.0804269 -0.0210702i Ha/bohr^3
Phi 2n+1: +1.2164102 -0.3113596i Ha/bohr^3
Phi FD: +1.2164119 -0.3113597i Ha/bohr^3
|difference| = 1.7e-06 Ha/bohr^3
error of single triangle = 0.00046 Ha/bohr^3
atoms (0,1,1)
Delta12: -0.0175958 -0.0121343i Ha/bohr^3
Delta21: -0.0165220 -0.0114026i Ha/bohr^3
Phi 2n+1: -1.4763051 -0.2473776i Ha/bohr^3
Phi FD: -1.4763069 -0.2473777i Ha/bohr^3
|difference| = 1.8e-06 Ha/bohr^3
error of single triangle = 0.00130 Ha/bohr^3
--- gradient: energy difference 0.4701940, Hellmann-Feynman 0.4701943 Ha/bohr
incommensurate q/g = 0.1234 0.3771 0.4995, atoms (0,0,1)
Nk = 3: |six - 2 Delta12| = 4.8e-05 Ha/bohr^3
Nk = 6: |six - 2 Delta12| = 6.4e-06 Ha/bohr^3
Nk = 16: |six - 2 Delta12| = 8.7e-08 Ha/bohr^3
Phi (Nk = 16): +0.9754466 -0.0071896i Ha/bohr^3
```
